# Polar-optical scattering rates and the activated mobility at low temperature: a program that tests the result

```python
"""
Result under test: polar-optical scattering of an electron in a parabolic band.
  W_abs = 2 alpha omega N     sqrt(omega/E) asinh(sqrt(E/omega))
  W_em  = 2 alpha omega (N+1) sqrt(omega/E) asinh(sqrt(E/omega - 1)),  E > omega
  mobility -> exp(omega/T) / (2 alpha omega m)  for T << omega
Hartree atomic units (hbar = e = 1); T stands for k_B times temperature.
  m: band mass, omega: LO phonon frequency, N: Bose occupation
  kappa = 1/eps_inf - 1/eps_static, alpha = kappa sqrt(m/(2 omega))
Scaled symbols: x = E/omega, t = T/omega, rates in units of 2 alpha omega,
mobility in units of mu0 = 1/(2 alpha omega m).
"""
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy import constants as const
from scipy.special import gamma

mass, eps_inf, eps_static, omega = 0.1, 10.0, 12.0, 0.001
kappa = 1 / eps_inf - 1 / eps_static
alpha = kappa * np.sqrt(mass / (2 * omega))
rate_scale = 2 * alpha * omega
mu0 = 1 / (rate_scale * mass)

kelvin_per_hartree = const.physical_constants["hartree-kelvin relationship"][0]
time_unit = const.physical_constants["atomic unit of time"][0]
bohr = const.physical_constants["Bohr radius"][0]
per_ps = 1e-12 / time_unit
cm2_per_Vs = bohr**2 * const.e / const.hbar * 1e4
omega_kelvin = omega * kelvin_per_hartree


def bose(t):
    return 1 / np.expm1(1 / t)


def absorption(x, occupation):
    return occupation * np.arcsinh(np.sqrt(x)) / np.sqrt(x)


def emission(x, occupation):
    excess = np.maximum(x - 1, 0)
    return (occupation + 1) * np.arcsinh(np.sqrt(excess)) / np.sqrt(x)


def mean_cosine(x):
    """Mean scattering cosine between the energies x and x + 1."""
    return ((2 * x + 1) / (2 * np.sqrt(x * (x + 1)))
            - 1 / (2 * np.arcsinh(np.sqrt(x))))


# --- Coupling strength: displaced oscillator against dielectric screening ---
def oscillator_ground_energy(coupling, charge_density, levels=60):
    lower = np.diag(np.sqrt(np.arange(1, levels)), 1).astype(complex)
    hamiltonian = (omega * np.diag(np.arange(levels)).astype(complex)
                   + coupling * charge_density * lower
                   + coupling * np.conj(charge_density) * lower.T)
    return np.linalg.eigvalsh(hamiltonian)[0]


volume, wave_number = 1.0e6, 0.02
coupling = np.sqrt(2 * np.pi * omega * kappa / (volume * wave_number**2))
for phase in (0.0, 0.7, 2.5):
    pair = oscillator_ground_energy(coupling, 1 + np.exp(1j * phase))
    single = oscillator_ground_energy(coupling, 1.0)
    coulomb = 4 * np.pi / (volume * wave_number**2) * np.cos(phase)
    screened_part = (1 / eps_static - 1 / eps_inf) * coulomb
    assert abs(pair - 2 * single - screened_part) < 1e-8 * abs(coulomb)


# --- Rates and cosines by counting final states in a narrow energy box ---
def golden_rule(x, gain, phonon_factor):
    """Rate in atomic units and mean cosine; gain is +1 or -1 phonon."""
    nodes, weights = leggauss(120)
    half_box = 1e-3 * omega
    final_energy = (x + gain) * omega + half_box * nodes[:, None]
    k_start = np.sqrt(2 * mass * x * omega)
    k_final = np.sqrt(2 * mass * final_energy)
    cosine = nodes[None, :]
    q_squared = k_start**2 + k_final**2 - 2 * k_start * k_final * cosine
    coupling_squared = 2 * np.pi * omega * kappa / q_squared
    states = mass * k_final / (2 * np.pi)**2
    parts = (2 * np.pi * phonon_factor * coupling_squared * states
             * 0.5 * weights[:, None] * weights[None, :])
    rate = parts.sum()
    return rate, (parts * cosine).sum() / rate


t_rates = 100 / omega_kelvin
n_rates = bose(t_rates)
worst_rate = 0.0
for x in (0.2, 0.5, 1.5, 3.0):
    up_rate, up_cosine = golden_rule(x, +1, n_rates)
    down_rate, down_cosine = golden_rule(x + 1, -1, n_rates + 1)
    up_error = up_rate / (rate_scale * absorption(x, n_rates)) - 1
    down_error = down_rate / (rate_scale * emission(x + 1, n_rates)) - 1
    worst_rate = max(worst_rate, abs(up_error), abs(down_error))
    assert abs(up_cosine - mean_cosine(x)) < 1e-5
    assert abs(down_cosine - mean_cosine(x)) < 1e-5
assert worst_rate < 1e-5
slow_rate = golden_rule(1e-4, +1, n_rates)[0]
assert abs(slow_rate / (rate_scale * n_rates) - 1) < 1e-4
# Just above threshold the square-root law is correct up to order x - 1.
threshold_rate = golden_rule(1.01, -1, n_rates + 1)[0]
threshold_law = rate_scale * (n_rates + 1) * np.sqrt(0.01)
assert abs(threshold_rate / threshold_law - 1) < 1e-2


# --- Full solution of the linearized Boltzmann equation ---
def boltzmann_mobility(t, levels=35):
    """Mobility in units of mu0; energies x, x+1, x+2, ... are coupled."""
    occupation = bose(t)
    nodes, weights = leggauss(160)
    root = (nodes + 1) / 2
    x = root[:, None]**2 + np.arange(levels)
    up, down = absorption(x, occupation), emission(x, occupation)
    total, cosine = up + down, mean_cosine(x)
    matrix = np.zeros((len(root), levels, levels))
    for i in range(levels):
        matrix[:, i, i] = 1
        if i + 1 < levels:
            matrix[:, i, i + 1] = -up[:, i] / total[:, i] * cosine[:, i]
            matrix[:, i + 1, i] = (-down[:, i + 1] / total[:, i + 1]
                                   * cosine[:, i])
    free_path = (np.sqrt(x) / total)[..., None]
    path = np.linalg.solve(matrix, free_path)[..., 0]
    integrand = (x * path * np.exp(-x / t)).sum(axis=1)
    return (weights * root * integrand).sum() / (gamma(2.5) * t**2.5)


# --- Monte Carlo: mobility from the equilibrium velocity correlation ---
def monte_carlo_mobility(t, particles=200000, events=20):
    """Wave vectors in units of sqrt(2 m omega), so that x = k squared."""
    rng = np.random.default_rng(7)
    occupation = bose(t)
    k = rng.normal(scale=np.sqrt(t / 2), size=(particles, 3))
    k_initial, correlation = k.copy(), np.zeros(particles)
    for _ in range(events):
        x = (k**2).sum(axis=1)
        up, down = absorption(x, occupation), emission(x, occupation)
        correlation += (k_initial * k).sum(axis=1) / (up + down)
        absorbs = rng.random(particles) < up / (up + down)
        size = np.sqrt(x)
        new_size = np.sqrt(np.where(absorbs, x + 1, x - 1))
        q_min, q_max = np.abs(new_size - size), new_size + size
        q = q_min * (q_max / q_min)**rng.random(particles)
        cosine = (x + new_size**2 - q**2) / (2 * size * new_size)
        cosine = np.clip(cosine, -1, 1)[:, None]
        direction = k / size[:, None]
        normal = np.cross(direction, rng.normal(size=(particles, 3)))
        normal /= np.linalg.norm(normal, axis=1)[:, None]
        k = new_size[:, None] * (cosine * direction
                                 + np.sqrt(1 - cosine**2) * normal)
    samples = 2 / (3 * t) * correlation
    return samples.mean(), samples.std() / np.sqrt(particles)


t_mc = 150 / omega_kelvin
mc_value, mc_error = monte_carlo_mobility(t_mc)
mc_reference = boltzmann_mobility(t_mc)
assert mc_error < 0.015 * mc_reference
assert abs(mc_value - mc_reference) < 4 * mc_error


# --- Low-temperature law, its first correction and its activation energy ---
def ratio_to_law(t):
    return boltzmann_mobility(t) * np.exp(-1 / t)


def activation_energy(t, step=0.01):
    """d ln(mobility) / d(1/T), in units of omega."""
    high = np.log(boltzmann_mobility(1 / (1 / t + step)))
    low = np.log(boltzmann_mobility(1 / (1 / t - step)))
    return (high - low) / (2 * step)


correction = (2 * (ratio_to_law(0.01) - 1) / 0.01
              - (ratio_to_law(0.02) - 1) / 0.02)
assert abs(ratio_to_law(0.01) - 1) < 0.02
assert abs(correction - 55 / 36) < 5e-3
assert abs(activation_energy(0.02) - 1) < 2e-3

x_small = 1e-4
cosine_slope = mean_cosine(x_small) / np.sqrt(x_small)
absorption_only = 1 - mean_cosine(x_small) * np.sqrt(1 + 1 / x_small)
assert abs(cosine_slope - 2 / 3) < 1e-4
assert abs(absorption_only - 1 / 3) < 1e-4


# --- Momentum loss of a displaced Maxwellian, event by event ---
def maxwellian_loss(t):
    """Absorption part, emission part and closed form, units 2 alpha omega."""
    occupation = bose(t)
    nodes, weights = leggauss(160)
    root_max = np.sqrt(40 * t)
    root = root_max * (nodes + 1) / 2
    measure = weights * root_max * root
    low, high = root**2, root**2 + 1
    forward = mean_cosine(low) * np.sqrt(low * high)
    norm = gamma(2.5) * t**2.5
    up = (measure * np.sqrt(low) * np.exp(-low / t)
          * absorption(low, occupation) * (low - forward)).sum() / norm
    down = (measure * np.sqrt(high) * np.exp(-high / t)
            * emission(high, occupation) * (high - forward)).sum() / norm
    mean_root = ((measure * np.sqrt(low * high) * np.exp(-low / t)).sum()
                 / (gamma(1.5) * t**1.5))
    return up, down, occupation * 2 / (3 * t) * mean_root


for t in (0.05, 0.2, 0.5):
    up_loss, down_loss, closed_loss = maxwellian_loss(t)
    assert abs((up_loss + down_loss) / closed_loss - 1) < 1e-6
up_loss, down_loss, _ = maxwellian_loss(0.02)
shortcut_ratio = 1 / ((up_loss + down_loss) * boltzmann_mobility(0.02))
assert abs(shortcut_ratio / (1.5 * 0.02) - 1) < 0.06

# --- Worked example ---
print(f"band mass m = {mass:.2f} electron masses")
print(f"eps_inf = {eps_inf:.1f}, eps_static = {eps_static:.1f}")
print(f"kappa = {kappa:.6f}")
print(f"omega = {omega:.4f} Ha; omega/k_B = {omega_kelvin:.2f} K")
print(f"alpha = {alpha:.5f}")
print(f"2 alpha omega = {rate_scale:.4e} a.u. = "
      f"{rate_scale * per_ps:.3f} 1/ps")
print(f"mu0 = {mu0:.1f} a.u. = {mu0 * cm2_per_Vs:.1f} cm^2/(V s)")
print(f"largest relative rate error in state count = {worst_rate:.1e}")
print(f"Rates at 100 K, T/omega = {t_rates:.4f}, N = {n_rates:.5f}")
print("E/omega   W_abs (a.u.)   W_em (a.u.)")
for x in (0.01, 0.5, 1.0, 1.1, 1.5, 2.0, 4.0):
    print(f"{x:7.2f}   {rate_scale * absorption(x, n_rates):.4e}"
          f"     {rate_scale * emission(x, n_rates):.4e}")
print(f"W_abs(E=0.5 omega) = "
      f"{rate_scale * absorption(0.5, n_rates) * per_ps:.4f} 1/ps")
print(f"W_em(E=1.5 omega) = "
      f"{rate_scale * emission(1.5, n_rates) * per_ps:.4f} 1/ps")

print("Mobility: full Boltzmann solution and law mu0 exp(omega/T)")
print("T (K)  T/omega  full (a.u.)  full (cm^2/Vs)  law (a.u.)  full/law")
for kelvin in (50, 75, 100, 150, 300):
    t = kelvin / omega_kelvin
    full = boltzmann_mobility(t)
    up_loss, down_loss, _ = maxwellian_loss(t)
    assert 1 / (up_loss + down_loss) < full
    print(f"{kelvin:4d}   {t:.4f}   {full * mu0:.4e}   "
          f"{full * mu0 * cm2_per_Vs:.4e}      "
          f"{mu0 * np.exp(1 / t):.4e}  {full * np.exp(-1 / t):.4f}")

print("T/omega   full/law   activation energy/omega")
for t in (0.01, 0.02, 0.05, 0.10):
    print(f"{t:.2f}      {ratio_to_law(t):.5f}    {activation_energy(t):.5f}")
print(f"first correction coefficient: {correction:.4f}")
print(f"55/36 = {55 / 36:.4f}")
print(f"Monte Carlo, 150 K: {mc_value:.3f} +- {mc_error:.3f} mu0")
print(f"Boltzmann, 150 K: {mc_reference:.3f} mu0")
print(f"mean cosine / sqrt(x) at x = 0.0001: {cosine_slope:.5f}")
print(f"absorption-only momentum loss fraction: {absorption_only:.5f}")

t_cold = 50 / omega_kelvin
x_mean = 1.5 * t_cold
speed_ratio = (emission(x_mean + 1, bose(t_cold))
               / absorption(x_mean, bose(t_cold)))
print(f"50 K, E = 3T/2 = {x_mean:.4f} omega:")
print(f"  W_em(E+omega)/W_abs(E) = {speed_ratio:.1f}")
up_loss, down_loss, _ = maxwellian_loss(t_cold)
loss = up_loss + down_loss
print("Displaced Maxwellian at 50 K:")
print(f"  mobility/full = {1 / (loss * boltzmann_mobility(t_cold)):.4f}")
print(f"  3T/(2 omega) = {1.5 * t_cold:.4f}")
print(f"  emission share of momentum loss = {down_loss / loss:.4f}")
print("tests ok")
```

Output:

```
band mass m = 0.10 electron masses
eps_inf = 10.0, eps_static = 12.0
kappa = 0.016667
omega = 0.0010 Ha; omega/k_B = 315.78 K
alpha = 0.11785
2 alpha omega = 2.3570e-04 a.u. = 9.744 1/ps
mu0 = 42426.4 a.u. = 1805.0 cm^2/(V s)
largest relative rate error in state count = 7.1e-07
Rates at 100 K, T/omega = 0.3167, N = 0.04441
E/omega   W_abs (a.u.)   W_em (a.u.)
   0.01   1.0450e-05     0.0000e+00
   0.50   9.7476e-06     0.0000e+00
   1.00   9.2257e-06     0.0000e+00
   1.10   9.1367e-06     7.3038e-05
   1.50   8.8177e-06     1.3235e-04
   2.00   8.4838e-06     1.5342e-04
   4.00   7.5556e-06     1.6210e-04
W_abs(E=0.5 omega) = 0.4030 1/ps
W_em(E=1.5 omega) = 5.4716 1/ps
Mobility: full Boltzmann solution and law mu0 exp(omega/T)
T (K)  T/omega  full (a.u.)  full (cm^2/Vs)  law (a.u.)  full/law
  50   0.1583   2.7594e+07   1.1740e+06      2.3465e+07  1.1760
  75   0.2375   3.1967e+06   1.3600e+05      2.8586e+06  1.1183
 100   0.3167   1.0083e+06   4.2899e+04      9.9777e+05  1.0106
 150   0.4750   2.9152e+05   1.2402e+04      3.4826e+05  0.8371
 300   0.9500   8.2969e+04   3.5298e+03      1.2155e+05  0.6826
T/omega   full/law   activation energy/omega
0.01      1.01514    0.99985
0.02      1.03002    0.99943
0.05      1.07320    0.99673
0.10      1.13922    0.98986
first correction coefficient: 1.5272
55/36 = 1.5278
Monte Carlo, 150 K: 6.846 +- 0.037 mu0
Boltzmann, 150 K: 6.871 mu0
mean cosine / sqrt(x) at x = 0.0001: 0.66664
absorption-only momentum loss fraction: 0.33333
50 K, E = 3T/2 = 0.2375 omega:
  W_em(E+omega)/W_abs(E) = 242.3
Displaced Maxwellian at 50 K:
  mobility/full = 0.1817
  3T/(2 omega) = 0.2375
  emission share of momentum loss = 0.9353
tests ok
```
